\section*{Jones-Zener expansion of magnetotransport derived twice, and the conditions for Kohler's rule}

\section{Definitions and conventions}

Carriers of charge $q$ (electrons: $q=-e$) occupy a band $\varepsilon(\mathbf k)$ with velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. In uniform static fields they obey
\begin{equation}
\hbar\dot{\mathbf k}=q(\mathbf E+\mathbf v\times\mathbf B).
\label{eom}
\end{equation}
This semiclassical description requires that Landau levels be unresolved, for example $\hbar\omega_c\ll k_BT$. Berry curvature, orbital moments and Zeeman splitting are left out. Let $f_0$ be the Fermi function, $f_0'=\partial f_0/\partial\varepsilon$, and write the steady distribution to first order in $\mathbf E$ as
\begin{equation}
f=f_0+(-f_0')\,q\,\mathbf E\cdot\mathbf F(\mathbf k).
\label{ansatz}
\end{equation}
The vector $\mathbf F$ is a length. With crystal volume $\mathcal V$ and a factor 2 for spin, define
\begin{equation}
\langle a|b\rangle=\frac{2}{\mathcal V}\sum_{\mathbf k}(-f_0')\,a\,b
=2\int\!\frac{d^3k}{(2\pi)^3}(-f_0')\,a\,b .
\end{equation}
The current $\mathbf j=(2q/\mathcal V)\sum_{\mathbf k}\mathbf v f$ then gives
\begin{equation}
\sigma_{ab}(\mathbf B)=q^2\langle v_a|F_b\rangle .
\label{sigma}
\end{equation}
The Lorentz force enters through the operator
\begin{equation}
\Omega=\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k},
\end{equation}
the rate of change along an orbit in $\mathbf B$ alone. Since $\nabla_{\mathbf k}\varepsilon\parallel\mathbf v$, $\Omega g(\varepsilon)=0$ for every function of energy.

\section{First derivation: the collision operator}

\subsection{Linearisation}

The steady Boltzmann equation is $(q/\hbar)(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=C[f]$. Let $W_{\mathbf k\to\mathbf k'}$ be the transition rates, with phonons in equilibrium (no drag) and rates independent of $\mathbf B$. Then
\begin{equation}
C_{\mathbf k}=\sum_{\mathbf k'}\left[W_{\mathbf k'\to\mathbf k}f_{\mathbf k'}(1-f_{\mathbf k})-W_{\mathbf k\to\mathbf k'}f_{\mathbf k}(1-f_{\mathbf k'})\right].
\end{equation}
Assume detailed balance pair by pair, as golden-rule rates obey it: the two terms are equal in equilibrium. Call their common value $k_BT\,P_{\mathbf k\mathbf k'}$, so that $P_{\mathbf k\mathbf k'}=P_{\mathbf k'\mathbf k}$. Beyond the lowest Born order, time reversal alone relates $\mathbf k\to\mathbf k'$ only to $-\mathbf k'\to-\mathbf k$; skew scattering, which breaks the symmetry of $P$, is excluded here. Put $\delta f=(-f_0')\phi=f_0(1-f_0)\phi/k_BT$, and let primes on $f_0,\phi$ in the next line denote the state $\mathbf k'$. The first-order changes of the incoming and outgoing terms are
\begin{equation}
P\left[(1-f_{0,\mathbf k'})\phi'-f_{0,\mathbf k}\phi\right],\qquad
P\left[(1-f_{0,\mathbf k})\phi-f_{0,\mathbf k'}\phi'\right].
\end{equation}
Their difference is $P(\phi'-\phi)$. Hence $\delta C=-(-f_0')K\phi$, with
\begin{equation}
(-f_0')(K\phi)_{\mathbf k}=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\phi_{\mathbf k}-\phi_{\mathbf k'}).
\label{K}
\end{equation}
The second term in the bracket is scattering-in.

On the left side the magnetic force does nothing to $f_0$, because $\Omega f_0=0$. It acts on the deviation, and that product is first order in $\mathbf E$ and must be kept. With $\phi=q\mathbf E\cdot\mathbf F$,
\begin{equation}
q\,\mathbf E\cdot\mathbf v\,f_0'+(-f_0')q\,\mathbf E\cdot\Omega\mathbf F=-(-f_0')q\,\mathbf E\cdot K\mathbf F .
\end{equation}
Dividing by $(-f_0')q$, and using that $\mathbf E$ is arbitrary,
\begin{equation}
(K+\Omega)\mathbf F=\mathbf v .
\label{bte}
\end{equation}

\subsection{Symmetry and invertibility}

From (\ref{K}) and the symmetry of $P$,
\begin{equation}
\langle\psi|K\phi\rangle=\frac1{\mathcal V}\sum_{\mathbf k\mathbf k'}P_{\mathbf k\mathbf k'}(\psi_{\mathbf k}-\psi_{\mathbf k'})(\phi_{\mathbf k}-\phi_{\mathbf k'}),
\end{equation}
so $K$ is symmetric and non-negative. For $\Omega$, integrate by parts over the periodic zone. Because $\nabla_{\mathbf k}\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\nabla_{\mathbf k}\times\mathbf v)=0$ and $\Omega f_0'=0$, the derivative can act on nothing but the other function:
\begin{equation}
\langle a|\Omega b\rangle=-\langle\Omega a|b\rangle .
\end{equation}

Assume that scattering connects all states that energy conservation allows. The null functions of $K$ are then functions of energy (only constants, if inelastic scattering also links all energies). The source $\mathbf v$ is orthogonal to them, since $(-f_0')g(\varepsilon)\mathbf v$ is the gradient of a periodic function. So is $\Omega\phi$, since $\langle g|\Omega\phi\rangle=-\langle\Omega g|\phi\rangle=0$. Thus $K^{-1}$ can be applied to both, provided the resulting integrals exist. A null function added to the solution changes nothing, because $\Omega$ annihilates it and $\mathbf v$ is orthogonal to it.

Transposing $(K+\Omega)^{-1}$ reverses the sign of $\Omega$, hence of $\mathbf B$. This gives the Onsager relation $\sigma_{ab}(\mathbf B)=\sigma_{ba}(-\mathbf B)$.

\subsection{Expansion}

Solve (\ref{bte}) by orders in $\mathbf B$: $K\mathbf F^{(0)}=\mathbf v$ and $K\mathbf F^{(n)}=-\Omega\mathbf F^{(n-1)}$. Therefore
\begin{equation}
\sigma_{ab}=q^2\sum_n\langle v_a|(-K^{-1}\Omega)^nK^{-1}v_b\rangle .
\label{jz}
\end{equation}
This is the Jones-Zener expansion for a general $K$. With $\boldsymbol\Lambda=K^{-1}\mathbf v$, moving operators to the left factor gives
\begin{align}
\sigma^{(1)}_{ab}&=-q^2\langle\Lambda_a|\Omega\Lambda_b\rangle,\label{s1}\\
\sigma^{(2)}_{ab}&=q^2\langle\Lambda_a|\Omega K^{-1}\Omega\Lambda_b\rangle=-q^2\langle\Omega\Lambda_a|K^{-1}\Omega\Lambda_b\rangle .\label{s2}
\end{align}
The first is antisymmetric: the Hall term. The second is symmetric and negative semidefinite: at this order the field cannot raise a diagonal conductivity.

\section{Second derivation: orbits between collisions}

Now let collisions be described by a rate $1/\tau(\mathbf k)$, even in $\mathbf k$, that returns carriers to $f_0$. Follow the carrier that is at $\mathbf k$ now back along its orbit (\ref{eom}) in both fields, to $\mathbf k(-s)$. The probability of no collision during the last time $s$ is $e^{-S(s)}$, where $dS/ds=1/\tau(\mathbf k(-s))$ and $S(0)=0$. Summing over the time of the last collision,
\begin{equation}
f(\mathbf k)=\int_0^\infty\!ds\,\frac{e^{-S(s)}}{\tau(\mathbf k(-s))}f_0(\mathbf k(-s)).
\end{equation}
Since $e^{-S}/\tau=-d(e^{-S})/ds$, integration by parts gives
\begin{equation}
f(\mathbf k)=f_0(\mathbf k)+\int_0^\infty\!ds\,e^{-S}\frac{d}{ds}f_0(\mathbf k(-s)).
\end{equation}
The magnetic force does no work, so $d\varepsilon/dt=q\mathbf E\cdot\mathbf v$. Going backwards reverses the sign, and $df_0/ds=(-f_0')q\mathbf E\cdot\mathbf v$. This already contains one factor $\mathbf E$; to first order the orbit may be taken at $\mathbf E=0$. Energy is then constant along it, $f_0'$ leaves the integral, and comparison with (\ref{ansatz}) yields
\begin{equation}
\mathbf F(\mathbf k)=\int_0^\infty ds\,e^{-S(s)}\,\mathbf v(\mathbf k(-s)).
\label{chambers}
\end{equation}
So $\mathbf F$ is the mean displacement since the last collision, and $q\mathbf E\cdot\mathbf F$ is the mean energy gained from the field.

To expand in $\mathbf B$, use $e^{-S}=-\tau\,d(e^{-S})/ds$ and, on the backward orbit, $d/ds=-\Omega$. For any smooth $\mathbf g$,
\begin{equation}
\int_0^\infty\!ds\,e^{-S}\mathbf g(\mathbf k(-s))=\tau\mathbf g(\mathbf k)-\int_0^\infty\!ds\,e^{-S}(\Omega\tau\mathbf g)(\mathbf k(-s)).
\end{equation}
Start from $\mathbf g=\mathbf v$ and repeat:
\begin{equation}
\mathbf F=\sum_{n=0}^{N}(-\tau\Omega)^n\tau\mathbf v+\int_0^\infty\!ds\,e^{-S}\left[(-\Omega\tau)^{N+1}\mathbf v\right](\mathbf k(-s)).
\label{remainder}
\end{equation}
The sum is (\ref{jz}) with $K^{-1}\to\tau$. Its first two field terms, written out, are
\begin{align}
\sigma^{(1)}_{ab}&=-\frac{2q^3}{\hbar}\int\!\frac{d^3k}{(2\pi)^3}(-f_0')\tau v_a(\mathbf v\times\mathbf B)\cdot\nabla(\tau v_b),\\
\sigma^{(2)}_{ab}&=\frac{2q^4}{\hbar^2}\int\!\frac{d^3k}{(2\pi)^3}(-f_0')\tau v_a(\mathbf v\times\mathbf B)\cdot\nabla\left[\tau(\mathbf v\times\mathbf B)\cdot\nabla(\tau v_b)\right].
\end{align}

\section{What each derivation assumes}

Both need the semiclassical orbit, linear response in $\mathbf E$, and collisions unaffected by $\mathbf B$. The first admits scattering-in and inelastic phonon processes, and it shows the signs and symmetries for any $K$ obeying detailed balance. The second needs a local rate $1/\tau(\mathbf k)$. In return it gives the physical meaning of $\mathbf F$ and an explicit remainder, so it shows what is dropped when the series is cut.

The two were tested on a two-dimensional lattice band of low symmetry. Orbits in finite $\mathbf E$ and $\mathbf B$ reproduced the series through fourth order. The largest deviation, relative to the largest element of the part being compared, was $9\times10^{-6}$ for the part odd in $B$ and $4\times10^{-5}$ for the even field-dependent part. With a model kernel that includes scattering-in, the Hall coefficient is $-2.218$ in the model's units; keeping the scattering-out rate alone gives $-2.237$, a change of 0.9\% relative to the full value. That small difference belongs to this kernel and is no general estimate.

\section{Magnetoresistance}

When the current is fixed, the tensor must be inverted. With $\rho_0=(\sigma^{(0)})^{-1}$, collecting second-order terms of $(\sigma^{(0)}+\sigma^{(1)}+\sigma^{(2)})^{-1}$ gives
\begin{equation}
\rho^{(2)}=\rho_0\left(-\sigma^{(2)}+\sigma^{(1)}\rho_0\sigma^{(1)}\right)\rho_0 .
\end{equation}
The Hall field opposes the loss of conductivity, but for a symmetric $K$ it cannot outweigh it. For a unit vector $\mathbf e$ put $\mathbf x=\rho_0\mathbf e$, $u=\Omega\sum_ax_a\Lambda_a$, $\mathbf w=\sigma^{(1)}\mathbf x$ and $(a,b)=\langle a|K^{-1}b\rangle$. By (\ref{s1}), $w_a=-q^2(v_a,u)$; since $\sigma^{(1)}$ is antisymmetric,
\begin{equation}
\mathbf e\cdot\rho^{(2)}\mathbf e=q^2(u,u)-\mathbf w\cdot\rho_0\mathbf w .
\end{equation}
With $\mathbf c=\rho_0\mathbf w$ and $q^2(v_a,v_b)=\sigma^{(0)}_{ab}$, the right side equals
\begin{equation}
q^2\Big(u+\sum_ac_av_a,\;u+\sum_bc_bv_b\Big)\ge0,
\end{equation}
because the cross term is $-2\mathbf c\cdot\mathbf w=-2\mathbf w\cdot\rho_0\mathbf w$ and the last term is $+\mathbf w\cdot\rho_0\mathbf w$. The quadratic magnetoresistance vanishes when $u$ is a combination of the $v_a$, so that one Hall field balances the Lorentz force for all carriers. The sign rests on the symmetry of $K$. On a circular orbit with the skew rate $W_{\theta\to\theta'}\propto1+0.4[\cos(\theta+2\theta')-\cos(2\theta+\theta')]$, which time reversal allows when inversion is absent, $\rho_{xx}\propto1+0.04/(1+4\omega^2\tau^2)$, with $\omega$ the cyclotron frequency and $1/\tau$ the total rate, and the resistivity falls with the field.

\section{Isotropic parabolic band}

Take $\mathbf v=\hbar\mathbf k/m$, $\mathbf B=B\hat{\mathbf z}$, $\tau=\tau(\varepsilon)$ and $\omega=qB/m$, which carries the sign of $q$. Then $\Omega v_x=\omega v_y$ and $\Omega v_y=-\omega v_x$. Inserting $F_y=\alpha v_y+\beta' v_x$ in $(1/\tau+\Omega)F_y=v_y$ gives $\alpha/\tau+\omega\beta'=1$ and $\beta'/\tau-\omega\alpha=0$, so
\begin{equation}
F_y=\frac{\tau(v_y+\omega\tau v_x)}{1+\omega^2\tau^2}.
\end{equation}
An integration by parts gives $\langle v_x|v_x\rangle=n/m$. Define $\overline g=\langle v_x|g\,v_x\rangle/\langle v_x|v_x\rangle$. Then
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\frac{nq^2}{m}\,\overline{\frac{\tau}{1+\omega^2\tau^2}},\qquad
\sigma_{xy}=-\sigma_{yx}=\frac{nq^2}{m}\,\overline{\frac{\omega\tau^2}{1+\omega^2\tau^2}} .
\label{iso}
\end{equation}
Inversion gives $\rho_{yx}=\sigma_{xy}/(\sigma_{xx}^2+\sigma_{xy}^2)$ and $1/\rho_{xx}=\sigma_{xx}+\sigma_{xy}^2/\sigma_{xx}$. At lowest order, with $\mu=|q|\overline\tau/m$,
\begin{equation}
R_H=\frac{\rho_{yx}}B=\frac1{nq}\frac{\overline{\tau^2}}{\overline\tau^{\,2}},\qquad
\frac{\Delta\rho}{\rho_0}=(\mu B)^2\,\frac{\overline{\tau^3}\,\overline\tau-\overline{\tau^2}^{\,2}}{\overline\tau^{\,4}} .
\label{weak}
\end{equation}
For constant $\tau$, (\ref{iso}) gives $\rho_{xx}=m/(nq^2\tau)$ at any $B$: no magnetoresistance in this model.

For non-degenerate carriers and $x=\varepsilon/k_BT$, the average is $\overline g=\int_0^\infty x^{3/2}e^{-x}g\,dx/\Gamma(5/2)$. Acoustic-phonon scattering has $\tau=\tau_ax^{-1/2}$, whence
\begin{equation}
\overline\tau=\frac{\tau_a}{\Gamma(5/2)},\quad
\overline{\tau^2}=\frac{\tau_a^2\Gamma(3/2)}{\Gamma(5/2)},\quad
\overline{\tau^3}=\frac{\tau_a^3}{\Gamma(5/2)} .
\end{equation}
The Hall factor is $\Gamma(3/2)\Gamma(5/2)=3\pi/8$, and the coefficient of $(\mu B)^2$ is $\Gamma(5/2)^2[1-\Gamma(3/2)^2]=(9\pi/16)(1-\pi/4)=0.379$.

\subsection{Where the series stops}

For constant $\tau$ the series is geometric and converges for $|\omega\tau|<1$. For acoustic scattering the $B^4$ coefficient contains $\overline{\tau^5}\propto\int x^{-1}e^{-x}dx$, which diverges at low energy. With $\beta=|\omega|\tau_a$ and $x^2/(x+\beta^2)=x-\beta^2+\beta^4/(x+\beta^2)$,
\begin{equation}
\frac{\sigma_{xx}}{\sigma_0}=\int_0^\infty\!\frac{x^2e^{-x}}{x+\beta^2}dx=1-\beta^2+\beta^4e^{\beta^2}E_1(\beta^2),
\label{log}
\end{equation}
where $E_1(z)=\int_z^\infty e^{-t}dt/t\simeq-\ln z-0.577$ for small $z$. The correction is of order $B^4\ln(1/B)$. In the semiclassical model, carriers with $x<\beta^2$ have $|\omega|\tau>1$ however weak the field. Their energies lie below $\beta^2k_BT$, which falls as $B^2$, while $\hbar|\omega|$ falls only as $B$. For $\beta<\hbar/(k_BT\tau_a)$, which is 0.13 in the worked example below, they all lie below $\hbar|\omega|$, which in turn lies below $\gamma^2k_BT$, with $\gamma=\hbar/(k_BT\tau_a)$. Under that energy the collisional width $\hbar/\tau$ exceeds $\varepsilon$ and the Boltzmann description fails. The logarithm builds up over $\beta^2<x<1$. Cutting the integral at $\hbar|\omega|$ would only halve its coefficient, but cutting it at the field-independent $x=\gamma^2=0.016$ makes the coefficient of $\beta^4$ saturate at $E_1(\gamma^2)=3.56$ for $\beta\ll\gamma$. The logarithm therefore shows how the series fails within the model; it is not a prediction for the weak-field limit of a real crystal. If another mechanism bounds $\tau$ by $\tau_{\max}$, the coefficients are finite and the series converges for $|\omega|\tau_{\max}<1$.

For $\tau=\tau_ix^{3/2}$, a simple model of ionised impurities, successive terms of $\sigma_{xx}$ have the ratio $-\beta^2(3j+4)(3j+5)(3j+6)$, now with $\beta=|\omega|\tau_i$. They grow eventually for any $B\neq0$, so the series diverges. It is still asymptotic: cutting the expansion of $1/(1+y)$, with $y=\omega^2\tau^2\ge0$, leaves an error no larger than the first omitted term, and averaging preserves this bound. At $\beta=0.02$ the error relative to the full $\sigma_{xx}$ is smallest, 0.2\%, when the sum stops at $B^6$; by $B^{16}$ it exceeds 100\%.

\section{Kohler's rule}

Kohler's rule says that $\Delta\rho/\rho_0$, for fixed directions of current and field, depends on temperature and field through $B/\rho_0$ alone. The expansion does not imply it. Suppose instead that $K_T=s(T)K_r$, with the weight $-f_0'$ and the band effectively unchanged. Since $\Omega$ is linear in $B$, $sK_r+\Omega_B=s(K_r+\Omega_{B/s})$, and
\begin{equation}
\sigma(B,T)=\frac1sS(B/s),\qquad \rho(B,T)=s\,R(B/s),\qquad \rho_0=s\,R(0).
\end{equation}
Thus $B/s\propto B/\rho_0$, and the rule follows for the full field dependence, whether or not the series converges. A degenerate metal meets the condition if phonons dominate and are all classical: their occupations $k_BT/\hbar\omega_{\mathrm{ph}}$ then scale $K$ by one factor.

In a non-degenerate semiconductor the weight changes with $T$. A single power law $\tau=\tau_p(T)x^p$ still makes (\ref{iso}) equal to $n\tau_p$ times a function of $\omega\tau_p$. Because $\rho_0\propto1/(n\tau_p)$, the scaling variable is $B/(n\rho_0)$, and Kohler's rule holds at fixed $n$. Mechanisms with different energy or angular dependence generally change the shape of $K$ with temperature and break it.

\section{Worked example}

Take electrons with $m=0.2\,m_e$, $n=10^{16}\,\mathrm{cm^{-3}}$, $T=300$ K and $\tau_a=0.20$ ps. The density is 0.4\% of the effective density of states, so the gas is non-degenerate; $\hbar\omega_c/k_BT$ is 0.022 at 1 T and 0.11 at 5 T. Then $\overline\tau=0.1505$ ps, $\mu=1323\,\mathrm{cm^2/(V\,s)}$ and $\sigma_0=212$ S/m. The Hall coefficient is $1.178/(nq)=-735\,\mathrm{cm^3/C}$.

At 1 T, $\mu B=0.1323$ and (\ref{weak}) gives $0.3792\times0.1323^2=0.66\%$. The full expression (\ref{iso}) gives 0.53\%, so the quadratic law is 25\% too high relative to it, although $\beta=0.176$ and $\sigma_{xx}$ to order $B^2$ is off by just 0.3\%. The magnetoresistance is a small difference, $\beta^2(1-\pi/4)$, between the loss in $\sigma_{xx}$ and the Hall contribution, so modest corrections to each weigh heavily: in units of $\sigma_0$ the loss is 2.80\% instead of 3.09\% and the Hall contribution 2.28\% instead of 2.43\%. The size of the excess depends on the slowest carriers, where the model is doubtful: capping $\tau$ at its value for $x=0.016$ changes the full and quadratic results to 0.529\% and 0.637\%, an excess of 20\%. At 5 T, $\beta=0.88$, and the quadratic law gives 16.6\% against 5.0\%.

For Kohler's rule, acoustic scattering has $\tau\propto T^{-1}\varepsilon^{-1/2}$, so $\tau_a\propto T^{-3/2}$. At fixed $n$, fields of 1.089, 2.000 and 3.079 T at 200, 300 and 400 K have equal $B/\rho_0$, and all give 1.614\%. If $n$ is tripled at 400 K, equal $B/\rho_0$ means 1.026 T there, and the value falls to 0.259\%; equal $B/(n\rho_0)$ restores 1.614\%.

Adding an impurity rate with $\tau=0.20$ ps at $\varepsilon=k_B\times300$ K, this $\tau$ growing as $\varepsilon^{3/2}$ and otherwise independent of $T$, gives 0.124, 0.057 and 0.075\% at equal $B/\rho_0$: the rule fails, and not monotonically. The ratio of the two rates at given $x$ changes with $T$, so the shape of the combined $\tau(x)$ changes: minimising the sum of the rates puts its maximum at $x=\sqrt3\,(300\,\mathrm K/T)^{3/2}$, and no single factor $s(T)$ can absorb that shift. The numerical output below lists the remaining values. Its acoustic remainder is measured in units of $nq^2\tau_a/m$ rather than $\sigma_0$, so it equals $e^{\beta^2}E_1(\beta^2)/\Gamma(5/2)$.

\section*{Computed values}
\begin{verbatim}
LATTICE MODEL (hbar = a = |q| = 1, largest hopping = 1)
hoppings x, y, diagonal: 1.0, 0.6, 0.3; kT = 0.5, mu = -1.5
trajectory test: B = 0.04, E = 0.003, grid 32 x 32
relative error, B=0 / odd / even part: 4.4e-06 9.1e-06 3.6e-05
scattering-in test, error sigma1 / sigma2 / rho2: 8.3e-07 1.4e-06 4.4e-06
eigenvalues of sigma2: -3.5371 -1.9236
eigenvalues of rho2: 0.07240 2.22009
Hall coefficient, full K: -2.2176
Hall coefficient, scattering-out only: -2.2365
MODEL SEMICONDUCTOR
mass = 0.20 m_e, density = 1.0e+16 cm^-3, T = 300 K
acoustic tau at energy kT, 300 K = 0.20 ps
impurity tau at energy k*300 K = 0.20 ps
density / effective density of states = 4.46e-03
hbar omega_c / kT at 1 T = 0.0224
hbar omega_c / kT at 5 T = 0.1120
mean tau = 0.1505 ps
mobility = 1323.1 cm^2/(V s)
mobility * B at 1 T = 0.1323
sigma0 = 211.980 S/m
Hall factor = 1.1781
Hall coefficient = -735.3 cm^3/C
magnetoresistance coefficient = 0.3792
B = 1 T: |omega_c| tau at energy kT = 0.1759
  sigma_xx full / to B^2 = 206.036 / 205.423 S/m
  sigma_xy full / to B^1 = -31.526 / -33.042 S/m
  drho/rho0 full / to B^2 = 0.532 / 0.664 %
B = 5 T: |omega_c| tau at energy kT = 0.8794
  sigma_xx full / to B^2 = 137.614 / 48.043 S/m
  sigma_xy full / to B^1 = -94.059 / -165.208 S/m
  drho/rho0 full / to B^2 = 4.991 / 16.596 %
LIMITS OF THE SERIES
acoustic remainder / beta^4, beta = 0.1, 0.01: 3.068 6.495
tau ~ energy^(3/2), beta = 0.02: best order B^6
  relative error at B^0, B^2, best, B^16: 4.3e-02 7.2e-03 2.4e-03 1.1e+00
KOHLER TEST at 200, 300, 400 K: field in T, drho/rho0 in %
acoustic, fixed n, equal B/rho0:
  1.089 T, 1.614 %; 2.000 T, 1.614 %; 3.079 T, 1.614 %
acoustic, n tripled at 400 K, equal B/rho0:
  1.089 T, 1.614 %; 2.000 T, 1.614 %; 1.026 T, 0.259 %
same densities, equal B/(n rho0):
  1.089 T, 1.614 %; 2.000 T, 1.614 %; 3.079 T, 1.614 %
acoustic + impurity, fixed n, equal B/rho0:
  1.583 T, 0.124 %; 2.000 T, 0.057 %; 2.608 T, 0.075 %
\end{verbatim}
